# The intrinsic reaction coordinate near a saddle and near a minimum, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two slopes on one surface

Ammonia inverts through a planar saddle. Let $\rho$ be the distance of each hydrogen from the threefold axis and $h$ the height of the nitrogen above the plane of the hydrogens. On the RHF/6-31G* surface the reaction path of NH$_3$ arrives at the pyramidal minimum with slope $d\rho/dh=-0.32200$. The path of ND$_3$, on the same Born–Oppenheimer surface and between the same two geometries, arrives with $-0.32891$. Each slope agrees in all five printed decimals with the slope of the lowest normal mode of that isotopologue, $1210.7$ cm$^{-1}$ for NH$_3$ and $920.0$ cm$^{-1}$ for ND$_3$, although the equation of the path contains only first derivatives of the energy. The dependence on the masses comes from the definition of the path. The selection of the softest mode is a theorem about the flow, and it has exceptions.

## 2. Definition

Let $x$ hold the $3n$ Cartesian coordinates of $n$ nuclei, let $M$ be the diagonal matrix of their masses, and let the potential $V$ have three continuous derivatives. The direction of steepest descent is the displacement of given length that lowers $V$ most, so it is undefined until a length is chosen. The intrinsic reaction coordinate (IRC) uses the length that appears in the kinetic energy $\tfrac12\dot x^{T}M\dot x$, namely $ds^2=dx^{T}M\,dx$. In the mass-weighted coordinates $q=M^{1/2}x$ this is the Euclidean length, $ds^2=dq^{T}dq$. Write

$$g=\nabla_qV=M^{-1/2}\nabla_xV,\qquad H=\nabla_q\nabla_qV=M^{-1/2}(\nabla_x\nabla_xV)M^{-1/2},$$

and let $T_{ijk}=\partial^3V/\partial q_i\partial q_j\partial q_k$. Since $dV=g\cdot dq\ge-|g|\,ds$ by the Cauchy–Schwarz inequality, with equality only for $dq$ antiparallel to $g$, steepest descent means $dq/ds=-g/|g|$. The right side is undefined where $g=0$, which is where the path starts and ends. A parameter $t$ with $ds/dt=|g|$ removes the difficulty:

$$\frac{dq}{dt}=-g(q)\qquad\Longleftrightarrow\qquad M\frac{dx}{dt}=-\nabla_xV. \tag{1}$$

The second form follows by inserting $q=M^{1/2}x$ and multiplying by $M^{1/2}$. The curves are the same as before. The right side of (1) is continuously differentiable, so one solution passes through each point, and a stationary point is itself a solution that no other solution reaches at finite $t$. Along a solution $dV/dt=g\cdot\dot q=-|g|^2$. The parameter $t$ is not time. It has the dimension mass × length²/energy, a time squared.

At a stationary point Newton's equation for a small displacement $\delta$ is $\ddot\delta=-H\delta$, so the eigenvalues $\lambda$ of $H$ are squared harmonic frequencies and its eigenvectors are the normal modes. A first-order saddle has exactly one negative eigenvalue. The IRC is the set of nonconstant solutions of (1) that tend to a first-order saddle as $t\to-\infty$.

## 3. What the mass weighting means

Release the nuclei from rest at $x_0$. The solution of $M\ddot x=-\nabla_xV$ is even in the time $\tau$, because reversing $\tau$ leaves the equation and the initial data unchanged, so $x(\tau)-x_0=-\tfrac12\tau^2M^{-1}\nabla_xV+O(\tau^4)$. The first motion is along the direction of (1). If the velocity is set to zero after every interval $\tau$, each interval is a step of Euler's method for (1) with step $\Delta t=\tau^2/2$, up to an error $O(\Delta t^2)$ per step, and the chain of steps converges to a solution of (1) as $\tau\to0$. The IRC is the track of a classical system that is never allowed to gather kinetic energy. It is a reference curve and not a trajectory at finite energy.

The definition does not depend on the coordinates, provided the metric is carried along. Let $x=x(\xi)$ be an invertible change with Jacobian $J=\partial x/\partial\xi$. Then $\dot x=J\dot\xi$ and $\partial_\xi V=J^{T}\nabla_xV$, and multiplying (1) by $J^{T}$ gives

$$G\,\dot\xi=-\partial_\xi V,\qquad G=J^{T}MJ. \tag{2}$$

Both statements are tested on a dimensionless model that recurs below,

$$V=(x^2-1)^2+5\left(y-\tfrac12x^2-\tfrac3{10}x\right)^2+\tfrac1{10}z^2\left(1+\tfrac12x\right)+\eta\,z\,x^2(x^2-1), \tag{3}$$

with masses $1,4,1$ for $x,y,z$. At $\eta=0$, a particle released from rest at $(0.3,0.4,0)$ and followed by Newton's equation for a short time moves at $1.8\times10^{-7}$ rad from the line of $M^{-1}\nabla V$ and $0.537$ rad from that of $\nabla V$. Integrating (2) in the coordinates $(x,\;y-x^2/2)$ up to $t=0.5$ reproduces the Cartesian result to $2.3\times10^{-11}$, whereas replacing $G$ by the bare masses misses it by $0.331$.

## 4. Translations and rotations

A free molecule has six zero eigenvalues of $H$ at every stationary point, and these must be removed before signs of eigenvalues can be used. The molecule is taken to be nonlinear.

A translation shifts $q$ by a constant vector and a rotation acts on $q$ as an orthogonal matrix, since it turns each $q_\alpha=\sqrt{m_\alpha}\,x_\alpha$ alike. An infinitesimal rigid motion has the form $k(q)=Kq+c$ with $K$ antisymmetric. Invariance of $V$ gives $g(q)\cdot k(q)=0$ for all $q$, which is the vanishing of the net force and torque. The program tests this at a randomly distorted ammonia geometry with $|\nabla V|=0.695$ a.u. and finds a net force of $5\times10^{-15}$ and a torque of $1\times10^{-8}$ a.u. Differentiating the identity gives $Hk+K^{T}g=0$, so $Hk=0$ at a stationary point $q_*$. As $H$ is symmetric, it maps the space $\Sigma$ orthogonal to the six vectors $k(q_*)$ into itself, and its eigenvectors in $\Sigma$ are the vibrational modes.

The map (rigid motion, point $\delta\in\Sigma$) $\mapsto$ (rigid motion applied to $q_*+\delta$) has at the identity and $\delta=0$ a derivative whose columns are the six independent $k(q_*)$ and a basis of $\Sigma$. By the inverse function theorem each geometry near $q_*$ has a unique such $\delta(q)$, a smooth function unchanged by rigid motions, and $V(q)=U(\delta(q))$ with $U(\delta)=V(q_*+\delta)$. The chain rule applied to (1) gives

$$\dot\delta^i=\nabla_q\delta^i\cdot\dot q=-\sum_jW^{ij}\,\partial_jU,\qquad W^{ij}=\nabla_q\delta^i\cdot\nabla_q\delta^j .$$

Scalar products of gradients of invariant functions are invariant under isometries, so $W$ depends on $\delta$ alone and the equation is closed. At $q_*$ the derivative of $\delta(q)$ is the orthogonal projector on $\Sigma$, so $W(0)=1$. Therefore

$$\dot\delta=-H\delta-R(\delta),\qquad R=(\nabla U-H\delta)+(W-1)\nabla U. \tag{4}$$

The derivative $DR$ consists of $\nabla\nabla U-H$, $(W-1)\nabla\nabla U$ and $(DW)\nabla U$. Each is bounded by a constant times $|\delta|$, so $\|DR(\delta)\|\le L|\delta|$ for some $L$, and integration along a ray from the origin gives $|R(\delta)|\le L|\delta|^2$. In a ball $|\delta|\le r$ set $\varepsilon=Lr$.

Results for $\delta$ carry over to $q$. If $|\delta|$ decays exponentially, so does $|g|=(\nabla U^{T}W\nabla U)^{1/2}$, the arc length $\int|g|\,dt$ is finite, and $q(t)$ converges to a rigidly moved copy of $q_*$, which may be used as the centre of the construction. The velocity $\dot q$ is orthogonal to the $k(q)$, so its direction approaches $\Sigma$, where the derivative of $\delta(q)$ approaches the identity. Hence $\dot q$ and $\dot\delta$ have the same limiting direction. At a linear geometry one rotation generator vanishes and this construction fails. For a triatomic molecule kept in a plane, the two translations and one rotation of the plane stay independent at linear geometries, and the argument holds there.

From here on $H$ acts on $\Sigma$ and is assumed to have no zero eigenvalue. Order the eigenvalues $\lambda_1<\lambda_2\le\dots$, put $\Gamma=\lambda_2-\lambda_1>0$, let $v_1$ be the unit eigenvector of $\lambda_1$ and $P=1-v_1v_1^{T}$, and split any vector as $av_1+b$ with $b\perp v_1$.

## 5. A lemma on cones

Let $\delta(t)$ and $\delta'(t)$ be two solutions of (4) in the ball and $\Delta=\delta-\delta'$. The ball is convex, so the segment between the two points lies in it and $R(\delta)-R(\delta')=A(t)\Delta$ with $A=\int_0^1DR(\delta'+\sigma\Delta)\,d\sigma$ and $\|A\|\le\varepsilon$. Thus

$$\dot\Delta=-H\Delta-A(t)\Delta. \tag{5}$$

A single solution is covered by the choice $\delta'=0$. A nonzero $\Delta$ never vanishes, by uniqueness. Write $\Delta=av_1+b$. Projecting (5) gives $\dot a=-\lambda_1a-v_1\cdot A\Delta$ and $\dot b=-Hb-PA\Delta$. Using $b\cdot Hb\ge\lambda_2|b|^2$ and $d|b|/dt=b\cdot\dot b/|b|$, wherever $a\ne0$ or $b\ne0$ respectively,

$$\left|\frac{d|a|}{dt}+\lambda_1|a|\right|\le\varepsilon|\Delta|,\qquad\frac{d|b|}{dt}\le-\lambda_2|b|+\varepsilon|\Delta|,\qquad|\Delta|\le|a|+|b|. \tag{6}$$

Let $\theta=|b|/|a|$, the tangent of the angle between $\Delta$ and the line of $v_1$. Then $\dot\theta=|a|^{-1}d|b|/dt-\theta|a|^{-1}d|a|/dt$. Inserting the upper bound for $d|b|/dt$, the lower bound for $d|a|/dt$ and $|\Delta|\le(1+\theta)|a|$,

$$\dot\theta\le-\lambda_2\theta+\varepsilon(1+\theta)+\lambda_1\theta+\varepsilon\theta(1+\theta)=-\Gamma\theta+\varepsilon(1+\theta)^2. \tag{7}$$

Fix $\kappa>0$, define the cone $C_\kappa=\{|b|\le\kappa|a|\}$, and take $r$ so small that

$$\varepsilon(1+\kappa)^2<\Gamma\kappa. \tag{8}$$

Three facts follow, and none uses the sign of $\lambda_1$.

(i) On the boundary $\theta=\kappa$, (7) and (8) give $\dot\theta<0$. A $\Delta$ in $C_\kappa$ therefore stays in $C_\kappa$ as $t$ increases and lies in its interior afterwards. Inside the cone $a=0$ would force $\Delta=0$, so $a$ keeps its sign.

(ii) Inside $C_\kappa$, $|\Delta|\le(1+\kappa)|a|$, so $\left|\,d\ln|a|/dt+\lambda_1\right|\le\varepsilon(1+\kappa)$.

(iii) Outside $C_\kappa$, $|\Delta|\le(1+1/\kappa)|b|$, so $d\ln|b|/dt\le-\lambda_2+\varepsilon(1+1/\kappa)$.

The content is that the component with the lowest eigenvalue gains on all others, in the linear part of the flow, at a rate of at least $\Gamma$, and that the anharmonic terms can oppose this only in proportion to the distance from the stationary point.

## 6. Leaving the saddle

Let $\lambda_1<0<\lambda_2$. Besides (8) require $\varepsilon(1+1/\kappa)<\lambda_2$, $\varepsilon(1+\kappa)<|\lambda_1|$ and $\varepsilon(1/|\lambda_1|+1/\lambda_2)\le\tfrac12$, all true for small $r$.

The basic observation concerns two solutions that stay in the ball for all $t\le0$. Their difference lies in $C_\kappa$ at every $t_0\le0$. Suppose it were outside at $t_0$. By (i) it was outside at all earlier $t$, since entry is irreversible. By (iii), $|b(t)|\ge|b(t_0)|\exp\{[\lambda_2-\varepsilon(1+1/\kappa)](t_0-t)\}$ for $t<t_0$, with $b(t_0)\neq0$. This is unbounded as $t\to-\infty$, while $|\Delta|\le2r$. This is the step where $\lambda_2>0$ is needed, and it fails at a saddle of higher order.

Tangency. Take $\delta'=0$ and a solution that tends to the saddle as $t\to-\infty$. For any $\kappa$ there is a radius $r(\kappa)$ meeting the conditions, and the solution is inside that ball for all sufficiently early $t$, hence in $C_\kappa$. So $\theta\to0$ and $\delta/|\delta|\to\pm v_1$, with a fixed sign by (i). From (4), $\dot\delta/|\delta|\to-H(\pm v_1)=\pm|\lambda_1|v_1$, because $|R|/|\delta|\to0$. The tangent as well as the chord tends to the negative mode, and $d\ln|\delta|/dt\to|\lambda_1|$.

Uniqueness. If two solutions that stay in the ball for $t\le0$ have the same $a(0)$, their difference has $a=0$ and lies in $C_\kappa$, so it is zero.

Existence. Reverse the parameter, $\tau=-t$, so that $d\delta/d\tau=H\delta+R$. Let $R_a=v_1\cdot R$, $R_b=PR$, and let $H_\perp$ be $H$ on the space orthogonal to $v_1$. For $|a_0|\le r/2$ define a map on continuous functions from $[0,\infty)$ into the ball:

$$a(\tau)=e^{\lambda_1\tau}a_0+\int_0^\tau e^{\lambda_1(\tau-\sigma)}R_a(\delta(\sigma))\,d\sigma,\qquad b(\tau)=-\int_\tau^\infty e^{H_\perp(\tau-\sigma)}R_b(\delta(\sigma))\,d\sigma. \tag{9}$$

The kernels have integrals at most $1/|\lambda_1|$ and $1/\lambda_2$. With $|R|\le\varepsilon r$ the image is bounded by $r/2+\varepsilon r(1/|\lambda_1|+1/\lambda_2)\le r$, so the map sends the set into itself. With $|R(\delta)-R(\delta')|\le\varepsilon|\delta-\delta'|$ it shrinks the largest distance between two functions by a factor of at most $\tfrac12$. The Banach fixed-point theorem gives a fixed point. Differentiating (9) gives $da/d\tau=\lambda_1a+R_a$ and $db/d\tau=H_\perp b+R_b$, where the moving lower limit contributes $-(-R_b)$. The fixed point is a solution that stays in the ball with $a(0)=a_0$. It lies in $C_\kappa$, and by (ii) $d\ln|a|/dt\ge|\lambda_1|-\varepsilon(1+\kappa)>0$, so it tends to the saddle as $t\to-\infty$.

Counting. On any solution that tends to the saddle, $|a|$ rises monotonically from zero and takes every small value. Two such solutions with the same sign of $a$ take a common value $a_0$, and by uniqueness they coincide after a shift of $t$. The IRC consists of exactly two curves, one with $a>0$ and one with $a<0$.

The same lemma justifies a numerical start at $q_*\pm\epsilon v_1$. That point differs from the point of the branch with $a=\pm\epsilon$ by a pure $b$ vector. While this difference is outside the cone its $b$ part decays by (iii), and once inside it obeys (ii) and grows at about the rate of the solution itself, so that it acts mainly as a shift along the branch.

## 7. Curvature at the saddle

Work in the full space of $q$, where (1) has $R=g-H\delta=\tfrac12T\delta\delta+o(|\delta|^2)$ with $(T\delta\delta)_i=\sum T_{ijk}\delta_j\delta_k$, and where $H_\perp\ge0$ may include the zero modes. For a branch, $d(e^{-H_\perp\tau}b)/d\tau=e^{-H_\perp\tau}R_b$, and $e^{-H_\perp\tau}b\to0$ because $b\to0$ and the exponential is bounded. Integrating from $\tau$ to infinity gives the second equation of (9) again. Since $\delta/a\to v_1$, $R_b=a^2[\tfrac12P\,Tv_1v_1+o(1)]$. Since $d\ln|a|/d\tau\to\lambda_1$, the ratio $a(\tau+\sigma)^2/a(\tau)^2$ tends to $e^{2\lambda_1\sigma}$ for each $\sigma$ and is bounded by $e^{\lambda_1\sigma}$ at large $\tau$, so the limit may be taken under the integral:

$$\frac{b}{a^2}\to-\frac12\int_0^\infty e^{-(H_\perp-2\lambda_1)\sigma}d\sigma\;P\,Tv_1v_1 .$$

Hence $b=\tfrac12wa^2+o(a^2)$ with

$$w=-(H-2\lambda_1)^{-1}P\,Tv_1v_1. \tag{10}$$

All eigenvalues of $H-2\lambda_1$ are at least $|\lambda_1|>0$, so the inverse exists. The vector $w$ is even in $v_1$ and is the same for both branches. The slope is $db/da=(Hb+R_b)/(\lambda_1a+R_a)=a\,(Hw+P\,Tv_1v_1)/(2\lambda_1)+o(a)=aw+o(a)$, because (10) says $Hw+P\,Tv_1v_1=2\lambda_1w$. The two branches join into one curve whose curvature vector at the saddle is $w$. At distance $d$ the chord makes the angle $|w|d/2$ with $v_1$, to leading order in $d$. The floor of the valley defined by minimizing $V$ over $b$ at fixed $a$ has $H_\perp b+\tfrac12P\,Tv_1v_1a^2=0$, that is (10) without the term $-2\lambda_1$. Each component of $w$ along a mode $\lambda_j>0$ is smaller than that of the floor by the factor $\lambda_j/(\lambda_j+2|\lambda_1|)$.

In model (3) the saddle is at the origin. With $q=(x,2y,z)$ the plain second derivatives $V_{xx}=-4+10(0.3)^2=-3.1$, $V_{xy}=-3$, $V_{yy}=10$ become $H_{11}=-3.1$, $H_{12}=-1.5$, $H_{22}=2.5$, and $H_{33}=0.2$. The eigenvalues are $-3.4765$, $0.2$, $2.8765$. The first row of the eigenvalue equation, $(-3.1+3.4765)q_1-1.5q_2=0$, gives $dy/dx=q_2/(2q_1)=0.3765/3=0.1255$. The negative eigenvector of the unweighted Hessian has $0.2181$.

The program locates the branches at $\eta=0$ without eigenvectors. It starts ascending orbits on a circle around the saddle in the invariant plane $z=0$, records on which side of the valley each escapes, finds two changes of side among sixteen directions, and bisects on each. At distance $10^{-3}$ the two orbits have $dy/dx=0.1257$ and $0.1253$. They straddle $0.1255$ because $b$ has the same sign on both while $a$ changes sign. Their angles to $v_1$ are $3.08\times10^{-4}$ and $3.07\times10^{-4}$ rad, against $|w|d/2=0.6153\times10^{-3}/2=3.08\times10^{-4}$. The mean of $2b/a^2$ over the two branches has magnitude $0.6153$, the value of (10). The scan counts branches only in the plane and only at its angular resolution. The count in general rests on section 6.

## 8. Entering a minimum

Let $0<\lambda_1<\lambda_2$, take $\kappa$ and $r$ obeying (8), and require $\varepsilon<\lambda_1$. From (4), $d|\delta|/dt\le-(\lambda_1-\varepsilon)|\delta|$, so every solution that starts in the ball stays in it and tends to the minimum exponentially. The arc length is finite although $t$ runs to infinity.

Solutions that enter the cone. Suppose $\delta(t_0)\in C_\kappa$. By (i) it stays there. For a single solution $\varepsilon$ in (7) may be replaced by $\varepsilon(t)=L|\delta(t)|\to0$. Take any $\kappa'<\kappa$. For late $t$, $\varepsilon(t)(1+\kappa)^2<\Gamma\kappa'/2$, so $\dot\theta\le-\Gamma\kappa'/2$ while $\kappa'\le\theta\le\kappa$. The solution enters $C_{\kappa'}$ after a finite interval and cannot leave. Hence $\theta\to0$, $\delta/|\delta|\to\pm v_1$ and $\dot\delta/|\delta|\to\mp\lambda_1v_1$. By (ii), $|d\ln|a|/dt+\lambda_1|\le\varepsilon(t)(1+\kappa)$, which is integrable, so $a(t)e^{\lambda_1t}$ has a nonzero limit $a_\infty$ and $|\delta|\simeq|a_\infty|e^{-\lambda_1t}$.

Solutions that never enter. Let $\mathcal E$ be the set of points of the ball whose solutions never enter $C_\kappa$, together with the origin. On such a solution (iii) holds for all $t$, so

$$|\delta(t)|\le(1+1/\kappa)\,|b(0)|\,e^{-\lambda_+t},\qquad\lambda_+=\lambda_2-\varepsilon(1+1/\kappa).$$

The difference of two such solutions then decays at least as fast as $e^{-\lambda_+t}$. If that difference started in $C_\kappa$ and were nonzero, (i) and (ii) would give $|\Delta(t)|\ge|\Delta a(0)|e^{-\lambda_-t}$ with $\lambda_-=\lambda_1+\varepsilon(1+\kappa)$ and $\Delta a(0)\neq0$. Now $\lambda_+-\lambda_-=\Gamma-\varepsilon(2+\kappa+1/\kappa)=\Gamma-\varepsilon(1+\kappa)^2/\kappa>0$ by (8), which is a contradiction at large $t$. Any two distinct points of $\mathcal E$ therefore satisfy

$$|\Delta a|<|\Delta b|/\kappa. \tag{11}$$

For each $b$ there is at most one $a$, and $\mathcal E$ lies on the graph of a function $a(b)$ with Lipschitz constant $1/\kappa$. Each line parallel to $v_1$ meets it in at most one point, so its volume is zero.

The set is not empty. Fix a small $b_0\ne0$ and let $a_0$ run over the segment from $-|b_0|/\kappa$ to $|b_0|/\kappa$, whose ends lie in the two halves of the cone. The values of $a_0$ whose solutions enter the half with $a>0$ form an open subset, because by (i) such a solution reaches the interior of the cone at a finite $t$ and solutions depend continuously on initial data. The same holds for $a<0$. The two subsets are disjoint, since the sign is kept, and nonempty. A segment cannot be the union of two such sets, so some $a_0$ belongs to neither. $\mathcal E$ is thus a full graph of codimension one that separates arrival along $+v_1$ from arrival along $-v_1$. On it $\theta\to\infty$: for any large $\kappa'$, once the solution is inside the radius $r(\kappa')$, membership of $C_{\kappa'}$ would force $\theta\to0$ and entry into $C_\kappa$. These solutions arrive orthogonally to $v_1$.

In the whole basin of the minimum, the exceptional points are the images of $\mathcal E$ under the backward flow for $t=1,2,\dots$ The flow is a continuously differentiable invertible map and preserves sets of zero volume, so almost every descending curve arrives along the softest mode. In the model at $\eta=0.05$ eight random starts at distance $0.2$ from the minimum at $(1,0.8,0)$ were followed to distance $10^{-7}$, and the largest final angle to the softest mode is $2.3\times10^{-5}$ rad.

If $\lambda_1$ is degenerate, let $a$ be the vector component in its eigenspace and $\lambda_2$ the next distinct eigenvalue. The bounds (6), (7) and (11) hold unchanged, so almost every curve becomes tangent to the eigenspace. The unit vector $u=a/|a|$ obeys $|\dot u|\le|R|/|a|\le L(1+\kappa)|\delta|$, which is integrable, so a limiting direction exists, but it depends on the curve. If an internal eigenvalue is zero the assumptions fail, and the decay need not be exponential. For $V=x^4$ it is $x\propto t^{-1/2}$. On the circular trough $V=(x^2+y^2-1)^2$, whose Hessian has eigenvalues $0$ and $8$, the radial equation $\dot r=-4r(r^2-1)$ still gives exponential decay at the rate $8$, along the stiff direction.

Exactly two branches of the IRC leave a first-order saddle, tangent to its negative mode, and almost every descending curve that enters a nondegenerate minimum with a nondegenerate lowest eigenvalue arrives along the softest mode. It remains to decide when the IRC, a single curve, does so, what symmetry changes, how fast the alignment sets in, and how the results apply to ammonia.

Numbers in the example were calculated in double precision.
